# Peak adatom coverage between absorbing steps in Burton-Cabrera-Frank theory

## Question

I am working on an exercise in Burton-Cabrera-Frank theory. A surface has parallel, straight, absorbing steps 100 sites apart. Atoms arrive at 0.1 monolayer per second and diffuse with $D=10^6$ sites squared per second. I am asked to show that the peak excess coverage of adatoms is $1.25\times10^{-4}$.

My attempt was an estimate. An adatom needs a time of about $L^2/D$ to diffuse across the terrace, so the coverage should be about $FL^2/D = 0.1\times100^2/10^6 = 10^{-3}$. That is eight times too large, and I do not see where the eight comes from. I am also unsure about three other things:

- Does "excess" mean that I need to know the equilibrium coverage?
- The steps advance while the crystal grows. Why may I treat them as fixed?
- Adatoms can meet each other on the terrace. May I ignore that?

## Answer

Your estimate has the right combination of parameters. The factor 8 comes from solving the diffusion problem with its boundary conditions. Excess coverage needs no equilibrium value, and the step motion is negligible here. Your last doubt is serious: the result holds only if adatoms that meet do not stay together for good.

### Setting up the balance

Measure length in lattice sites and let $x$ run from one step at $x=0$ to the next at $x=L$. Coverage is the mean number of adatoms per site, a pure number. Far below one monolayer, we may neglect hops blocked by other adatoms and atoms that land on top of adatoms. We also neglect desorption and, for now, lasting clusters.

An absorbing step exchanges atoms with the terrace so quickly that the coverage beside it stays at its equilibrium value $\theta_{\rm eq}$. Define the excess as

$$\theta = (\text{coverage})-\theta_{\rm eq}.$$

Then $\theta=0$ at both steps, whatever the value of $\theta_{\rm eq}$.

On a square lattice, let an adatom hop at rate $D$ in each of the four directions. In a time $t$ it makes on average $2Dt$ hops along $x$, each of length one, so its mean square displacement along $x$ is $2Dt$. This is the usual definition of $D$. The total hop rate is therefore $4D$, and if you are given a total rate you must divide it by four.

Straight steps and a uniform flux make the mean coverage independent of position along the step. Hops in that direction bring in as many atoms as they remove. For column $j$, what remains is the gain from the flux, the gain from the two neighbouring columns and the loss to them:

$$\frac{d\theta_j}{dt}=F+D\theta_{j+1}+D\theta_{j-1}-2D\theta_j .$$

I have written the excess in place of the full coverage. This is allowed because a constant $\theta_{\rm eq}$ contributes $D\theta_{\rm eq}+D\theta_{\rm eq}-2D\theta_{\rm eq}=0$ on the right and nothing on the left.

If $\theta$ varies slowly from site to site, the second difference becomes a second derivative:

$$\frac{\partial\theta}{\partial t}=F+D\frac{\partial^2\theta}{\partial x^2}.$$

### The steady profile and its peak

In the steady state the time derivative vanishes, so

$$\theta''=-\frac{F}{D}.$$

Integrating twice gives

$$\theta(x)=-\frac{F}{2D}x^2+ax+b .$$

The condition $\theta(0)=0$ gives $b=0$. The condition $\theta(L)=0$ gives $aL=FL^2/(2D)$, so $a=FL/(2D)$. Hence

$$\theta(x)=\frac{F}{2D}\,x(L-x).$$

The slope is $\theta'=F(L-2x)/(2D)$, which vanishes at $x=L/2$. The second derivative is negative, so this is the maximum:

$$\theta_{\max}=\frac{F}{2D}\cdot\frac L2\cdot\frac L2=\frac{FL^2}{8D}.$$

One factor of 2 comes from integrating twice, and the other two come from the distances $L/2$ to the two steps. With your numbers,

$$\theta_{\max}=\frac{0.1\times100^2}{8\times10^6}=\frac{10^3}{8\times10^6}=1.25\times10^{-4}.$$

This is 0.0125 % of a monolayer. At a quarter of the terrace width, $x=25$ sites, the excess is

$$\theta(25)=\frac{0.1}{2\times10^6}\times25\times75=9.4\times10^{-5},$$

three quarters of the peak.

Replacing the lattice by a continuum has cost nothing here. For $\theta_j=Fj(L-j)/(2D)$ the second difference follows from

$$(j+1)(L-j-1)+(j-1)(L-j+1)-2j(L-j)=-2 .$$

Multiplied by $D\cdot F/(2D)=F/2$, this gives $-F$, which cancels the flux. The parabola thus solves the steady lattice equation too, and since $L=100$ is even, there is a site at its top.

### What the estimate missed

The steady coverage is linked to the time an adatom stays on the terrace. Averaged over the terrace,

$$\bar\theta=\frac1L\int_0^L\frac{F}{2D}x(L-x)\,dx
=\frac{F}{2DL}\left(\frac{L^3}{2}-\frac{L^3}{3}\right)=\frac{FL^2}{12D},$$

which is two thirds of the peak, or $8.3\times10^{-5}$ here.

Per unit length of step, the terrace holds $L\bar\theta$ excess atoms and receives $FL$ atoms per second. In a steady state the number present equals the arrival rate times the mean residence time, so

$$t_{\rm res}=\frac{L\bar\theta}{FL}=\frac{L^2}{12D}=0.83\ \text{ms}.$$

Your estimate used $L^2/D=10$ ms. Atoms land all over the terrace, many of them close to a step, and they may leave on either side. Their mean residence time is therefore twelve times shorter than $L^2/D$. The peak lies above the mean by a factor $3/2$, and $12/(3/2)=8$.

### Where the atoms go

The diffusion current toward $+x$ is $-D\theta'$. At $x=0$ the slope is $FL/(2D)$, so a current $FL/2$ runs toward $-x$, into the step. By symmetry the step at $x=L$ receives the same amount. Each step borders two terraces and collects

$$\frac{FL}{2}+\frac{FL}{2}=5+5=10$$

atoms per second for each site along its length. Each such atom moves the step forward by one site, so the step speed is

$$v=FL=10\ \text{sites/s}.$$

At this speed a step crosses one terrace width in 10 s, the time in which the flux delivers one monolayer.

### Does the terrace have time to become steady?

Suppose the flux is switched on at $t=0$ with no excess present. Both ends are held at zero, so expand in sine functions. The coefficients of the constant function 1 are

$$\frac2L\int_0^L\sin\frac{n\pi x}{L}\,dx=\frac{2(1-\cos n\pi)}{n\pi},$$

which is $4/(n\pi)$ for odd $n$ and zero for even $n$. Let $a_n$ be the coefficients of the steady profile. Since $-D\theta''=F$, each odd mode obeys

$$D\left(\frac{n\pi}{L}\right)^2a_n=\frac{4F}{n\pi}
\quad\Rightarrow\quad a_n=\frac{4FL^2}{\pi^3n^3D}.$$

The part still missing from the steady profile obeys the diffusion equation without flux, so its modes decay independently:

$$\theta(x,t)=\frac{F}{2D}x(L-x)-\sum_{n\ \rm odd}a_n\sin\frac{n\pi x}{L}\,e^{-n^2t/\tau},
\qquad \tau=\frac{L^2}{\pi^2D}.$$

For your numbers $\tau=1.01$ ms. The mode $n=3$ decays nine times faster than $n=1$, so at late times the first mode dominates. At mid-terrace the missing fraction of the peak is then

$$\frac{a_1}{\theta_{\max}}e^{-t/\tau}
=\frac{4FL^2}{\pi^3D}\cdot\frac{8D}{FL^2}\,e^{-t/\tau}
=\frac{32}{\pi^3}e^{-t/\tau}.$$

After 5 ms it is about 0.7 %. During one time $\tau$ a step moves only $10\times1.01\times10^{-3}\approx0.01$ site. The profile therefore adjusts long before the terrace has moved noticeably, which is why the steps may be treated as fixed.

### How large is the effect of step motion?

We can also keep the motion and calculate the correction. Let all steps move toward $+X$ at speed $v$, and use the coordinate $x=X-vt$ that moves with them. A profile that is steady in this frame depends on $X$ and $t$ only through $x$, so $\partial\theta/\partial t=-v\theta'$. The diffusion equation becomes

$$D\theta''+v\theta'+F=0,\qquad \theta(0)=\theta(L)=0 .$$

Set $s=x/L$, $\theta=(FL^2/D)\,w(s)$ and $p=vL/D$. Dividing by $F$ gives

$$w''+pw'+1=0,\qquad w(0)=w(1)=0 .$$

A particular solution is $-s/p$, and the homogeneous solutions are a constant and $e^{-ps}$. The condition at $s=0$ leaves $w=A(1-e^{-ps})-s/p$. The condition at $s=1$ fixes $A=1/[p(1-e^{-p})]$, so

$$w(s)=\frac1p\left[\frac{1-e^{-ps}}{1-e^{-p}}-s\right].$$

At the maximum $w'=0$, which means $e^{-ps_*}=(1-e^{-p})/p$. Using $1-e^{-p}=2e^{-p/2}\sinh(p/2)$ and taking the logarithm,

$$s_*=\frac12-\frac1p\ln\frac{\sinh(p/2)}{p/2}
=\frac12-\frac{p}{24}+\frac{p^3}{2880}-\dots$$

The series follows from $\ln(\sinh y/y)=y^2/6-y^4/180+\dots$ with $y=p/2$. Inserting the condition for $s_*$ into $w$ gives the height

$$w(s_*)=\frac1p\left[\frac1{1-e^{-p}}-\frac1p-s_*\right].$$

With the expansion

$$\frac1{1-e^{-p}}=\frac1p+\frac12+\frac p{12}-\frac{p^3}{720}+\dots$$

the terms $1/p$ and $1/2$ cancel, and

$$w(s_*)=\frac1{12}+\frac1{24}-p^2\left(\frac1{720}+\frac1{2880}\right)+\dots
=\frac18-\frac{p^2}{576}+\dots$$

The first term is the fixed-step result. To leading order, motion lowers the peak by the fraction $(p^2/576)/(1/8)=p^2/72$ and shifts it by $pL/24$ toward $x=0$. The profile lags behind the moving steps.

Here $p=10\times100/10^6=10^{-3}$. For steps that move smoothly, as assumed in this calculation, the peak shifts by 0.004 site and its height falls by a fraction $1.4\times10^{-8}$. Real steps advance by whole sites, so the second number should not be taken literally, and since the peak scales as $L^2$, a momentary change of the terrace width by one site moves it up or down by 2 %. The effect of the motion is thus still small, and it is dominated by such fluctuations rather than by the drift term.

### What if the steps do not absorb perfectly?

The factor 8 belongs to two perfectly absorbing steps. Suppose instead that each step takes up atoms at a finite rate, with a current $k\,\theta_{\rm edge}$ into it from each side, where $k$ is in sites per second. The current is still $FL/2$, because all deposited atoms must leave and the two sides are equivalent. The edge excess is then $\theta_{\rm edge}=FL/(2k)$. The curvature is unchanged, so the whole parabola is raised by this constant:

$$\theta_{\max}=\frac{FL^2}{8D}+\frac{FL}{2k}
=\frac{FL^2}{8D}\left(1+\frac{4D}{kL}\right).$$

"Absorbing" thus means $k\gg4D/L$.

If the step at $x=L$ takes up no atoms from this terrace while the one at $x=0$ absorbs perfectly, the second condition becomes $\theta'(L)=0$. The solution is $\theta=Fx(2L-x)/(2D)$, and its maximum lies at $x=L$:

$$\theta_{\max}=\frac{FL^2}{2D},$$

four times the value in your exercise. The terrace then acts like half of a terrace of width $2L$.

### May adatoms meeting each other be ignored?

A low coverage does not by itself make meetings rare, because each adatom visits many sites before it reaches a step. At the total hop rate $4D$, a residence time $L^2/(12D)$ means about $L^2/3\approx3300$ hops.

To see how much this matters, I simulated random walks on a terrace 100 sites wide and 100 sites long, periodic along the steps. Atoms landed at random at your flux, hopped at total rate $4D$ and were removed on reaching a step. When two atoms became nearest neighbours, they were counted as a pair and both removed. Of 600 deposited atoms, a fraction 0.20 ended in pairs. That is about 60 pairs, so the counting error of the fraction is roughly 0.03. With much better statistics the fraction in this model settles near 0.17, about one such error lower.

With pairing switched off, a run of 600 atoms gave a mean coverage of $9.0\times10^{-5}$, 8 % above the calculated $8.3\times10^{-5}$. To judge the difference, we need the scatter of the residence times. Of atoms that land uniformly at one moment, the first sine mode leaves a fraction $(4/\pi)(2/\pi)e^{-t/\tau}=0.81\,e^{-t/\tau}$ on the terrace after a time $t$; the other modes are small and decay quickly. This gives a mean residence time of about $0.81\tau$ and a mean square of about $2\times0.81\tau^2=1.62\tau^2$. The standard deviation is then $\sqrt{1.62-0.81^2}\,\tau\approx0.98\tau$, about 1.2 times the mean. For 600 atoms the statistical error is roughly $1.2/\sqrt{600}\approx5$ %, so the difference lies between one and two such errors.

So if every meeting were permanent, roughly a sixth of the atoms would be lost to pairs even on a terrace kept free of islands. This simulation contained only deposited atoms, which means $\theta_{\rm eq}$ was taken as negligible. The excess profile does not depend on $\theta_{\rm eq}$, but the meeting rate does: equilibrium adatoms would make meetings more frequent still. Pairs would form at a rate of about $0.17\times F/2\approx0.0085$ per site per second. On a patch of $100\times100$ sites that is about 85 per second, so the first would typically appear within a few tens of milliseconds. A step needs 10 s to sweep the terrace. Islands would therefore accumulate and capture further adatoms, and the parabola with its peak of $1.25\times10^{-4}$ would not survive.

The exercise therefore assumes that small clusters break up again before they can grow. Brief pairing does not spoil the result. If pairs do not move, then in a steady state they release single atoms at each place as fast as they bind them there. The two terms cancel in the balance for single adatoms, and $\theta''=-F/D$ remains. The coverage $\theta$ then counts single adatoms only.

Under that condition, and with negligible desorption during the 0.83 ms an atom spends on the terrace, your exercise has the stated answer: $\theta_{\max}=FL^2/(8D)=1.25\times10^{-4}$ adatoms per site above equilibrium.
